\section*{Cubic Bilayers and the 1:2:3 Energy Ratio of Wurtzite Basal Faults}

\section{Definitions and conventions}

A tetrahedrally bonded compound is viewed along its stacking axis $c$. A \emph{bilayer} here means a plane of cations and the plane of anions bonded to it along $c$. The two planes share one lateral position, denoted by A, B or C. Successive bilayers are joined by tilted bonds and have different letters. The word bilayer is also used for the two closely spaced planes joined by tilted bonds; in the present notation those planes form the \emph{step} between two letters.

A bilayer is hexagonal, $h$, if its two neighbours have the same letter, and cubic, $k$, if their letters differ. Thus the middle bilayer of ABA is $h$ and that of ABC is $k$. Wurtzite, ABAB\ldots, contains $h$ bilayers alone; zincblende, ABCABC\ldots, contains $k$ bilayers alone.

The in-plane lattice constant is $a$, and the area of one basal cell is
\begin{equation}
S=\frac{\sqrt3}{2}a^2 .
\end{equation}
One bilayer contains one cation--anion pair per cell. The fault energy $\gamma$ is the excess energy per unit area over perfect wurtzite with the same number of bilayers and the same surfaces. The fault is taken to be infinite in its plane, so it has no bounding dislocation.

The labels have a direct geometrical meaning. Each vertical bond carries three tilted bonds at its lower end and three at its upper end. Seen along $c$, the three bonds at either end lie $120^\circ$ apart and point towards sites of the neighbouring letter. From an A site, the directions to B sites are opposite to those to C sites, which for a threefold set amounts to a rotation by $60^\circ$. If both neighbours have the same letter, the two sets coincide and the vertical bond is eclipsed. If the letters differ, the sets are rotated by $60^\circ$ and the bond is staggered. Hence $h$ means eclipsed and $k$ means staggered. This gives a way to label a relaxed structure from its coordinates, without first assigning letters.

\section{Construction and count of the faults}

Start from perfect wurtzite and cut it above a B bilayer:
\[
\ldots\mathrm{ABAB}\,|\,\mathrm{ABAB}\ldots
\]

\paragraph{Intrinsic fault I1.} Remove the A bilayer just above the cut. The upper crystal now starts with B, which cannot sit on B. Shear it by one letter, A$\to$B, B$\to$C:
\[
\ldots\mathrm{ABAB}\,|\,\mathrm{CBCB}\ldots
\]
The last B below the cut has neighbours A and C and is cubic. The C above it has neighbours B and B and is hexagonal, as are all the others. The count is $n_k=1$.

\paragraph{Intrinsic fault I2.} Remove nothing, but shear the upper crystal by A$\to$C, B$\to$A:
\[
\ldots\mathrm{ABAB}\,|\,\mathrm{CACA}\ldots
\]
The opposite shear would put B on B and is excluded. The B below the cut has neighbours A and C; the C above it has neighbours B and A. Both are cubic. The next A has neighbours C and C and is hexagonal, so $n_k=2$.

\paragraph{Extrinsic fault E.} Insert a C bilayer at the cut, without shear:
\[
\ldots\mathrm{ABAB}\,|\,\mathrm{C}\,|\,\mathrm{ABAB}\ldots
\]
The B below has neighbours A and C, the inserted C has neighbours B and A, and the A above has neighbours C and B. All three are cubic, and the following B, between A and A, is hexagonal. Hence $n_k=3$.

A fourth sequence is useful as a comparison. In I3, one A bilayer of the perfect crystal is replaced by C:
\[
\ldots\mathrm{ABAB}\,|\,\mathrm{C}\,|\,\mathrm{BABA}\ldots
\]
The two B bilayers next to C are cubic, while C itself is hexagonal. So $n_k=2$, with the cubic bilayers separated rather than adjacent.

\section{The local energy model}

Assume that each bilayer contributes $e_h$ or $e_k$ per basal cell, according to its own label and nothing else. A stack with $N_h$ hexagonal and $N_k$ cubic bilayers then has energy
\begin{equation}
E=N_he_h+N_ke_k .
\end{equation}
Perfect wurtzite with the same number of bilayers has energy $(N_h+N_k)e_h$. Surface terms are equal and cancel. Therefore
\begin{align}
S\gamma&=N_he_h+N_ke_k-(N_h+N_k)e_h\nonumber\\
&=N_k(e_k-e_h)=n_k\varepsilon,\qquad \varepsilon=e_k-e_h .
\label{local}
\end{align}
The subtraction at equal bilayer number matters for I1 and E, whose constructions remove or add material. Without it, a whole bilayer energy would enter the result. Inserting the three counts gives
\begin{equation}
\gamma_{\rm I1}:\gamma_{\rm I2}:\gamma_{\rm E}=1:2:3 ,\qquad \varepsilon\ne0 .
\label{ratio}
\end{equation}

In zincblende each bilayer has energy $e_k$, and in wurtzite $e_h$. Thus, within this model,
\begin{equation}
\varepsilon=E_{\rm zincblende}-E_{\rm wurtzite}
\end{equation}
per cation--anion pair, at the same fixed geometry. One bulk energy difference then predicts all the fault energies. If $\varepsilon>0$, wurtzite is the more stable of the two and faults cost energy. As $\varepsilon\to0$ the fault energies vanish together. If $\varepsilon<0$ they are negative, and cubic stacking is lower in energy; the model does not say whether a barrier preserves wurtzite.

The model also gives $\gamma_{\rm I3}=\gamma_{\rm I2}$, because it does not distinguish adjacent from separated cubic bilayers. A computed difference between these two energies is direct evidence of coupling between environments.

\section{Couplings beyond the local environment}

\subsection{Signs and windows}

Give each step a sign: $\sigma_i=+1$ for A$\to$B$\to$C$\to$A, and $\sigma_i=-1$ for the reverse direction. A bilayer is cubic when the steps below and above it have equal signs. Consider the pair-coupling model
\begin{equation}
E=E_0-\sum_{n=1}^{3}J_n\sum_i\sigma_i\sigma_{i+n}.
\label{ising}
\end{equation}
With $J_1$ alone, a cubic bilayer contributes $-J_1$ and a hexagonal one $+J_1$. This is the local model with $\varepsilon=-2J_1$, and wurtzite is lower in energy than zincblende if $J_1<0$.

In wurtzite the signs alternate, so $\sigma_i\sigma_{i+n}=(-1)^n$. In a general stack the sign changes at each hexagonal bilayer and is kept at each cubic one. If $m$ of the $n$ bilayers between steps $i$ and $i+n$ are cubic, there are $n-m$ changes and
\begin{equation}
\sigma_i\sigma_{i+n}=(-1)^{n-m}=(-1)^n(-1)^m .
\end{equation}
The excess energy of this pair is
\begin{equation}
-J_n(-1)^n\left[(-1)^m-1\right],
\end{equation}
which is zero for even $m$ and $2(-1)^nJ_n$ for odd $m$. Let $w_n$ be the number of windows of $n$ consecutive bilayers that contain an odd number of cubic ones. Then
\begin{equation}
S\gamma=-2J_1w_1+2J_2w_2-2J_3w_3 .
\label{windows}
\end{equation}

For a single $k$ among $h$ bilayers, a window of length $n$ can contain it in $n$ ways, so $(w_1,w_2,w_3)=(1,2,3)$. For $kk$, the windows of length two are $hk$, $kk$, $kh$, of which two are odd. Those of length three are $hhk$, $hkk$, $kkh$, $khh$, of which again two are odd. This gives $(2,2,2)$. For $kkk$, the length-two windows are $hk$, $kk$, $kk$, $kh$, with two odd; the length-three windows are $hhk$, $hkk$, $kkk$, $kkh$, $khh$, with three odd. This gives $(3,2,3)$. For $khk$, the four length-two windows are all odd, and of the five length-three windows $hhk$, $hkh$, $khk$, $hkh$, $khh$ four are odd. This gives $(2,4,4)$. Hence
\begin{align}
S\gamma_{\rm I1}&=-2J_1+4J_2-6J_3,\label{g1}\\
S\gamma_{\rm I2}&=-4J_1+4J_2-4J_3,\label{g2}\\
S\gamma_{\rm E}&=-6J_1+4J_2-6J_3,\label{gE}\\
S\gamma_{\rm I3}&=-4J_1+8J_2-8J_3.\label{g3}
\end{align}
In zincblende every window of length $n$ contains $n$ cubic bilayers, so the odd lengths alone contribute:
\begin{equation}
\varepsilon=-2J_1-2J_3 .
\label{bulk}
\end{equation}

\subsection{When the ratio holds}

Within Eq.~\eqref{ising}, the condition $\gamma_{\rm I2}=2\gamma_{\rm I1}$ reads
\begin{equation}
-4J_1+4J_2-4J_3=-4J_1+8J_2-12J_3
\quad\Rightarrow\quad J_2=2J_3 .
\end{equation}
The condition $\gamma_{\rm E}=3\gamma_{\rm I1}$ reads
\begin{equation}
-6J_1+4J_2-6J_3=-6J_1+12J_2-18J_3
\quad\Rightarrow\quad J_2=\tfrac32J_3 .
\end{equation}
Both hold together if and only if $J_2=J_3=0$. In this three-coupling model, then, an observed 1:2:3 ratio with nonzero $\gamma_{\rm I1}$ implies independent environments. With longer-ranged or many-step couplings, accidental cancellation is possible and the inference is lost.

The bulk estimate of the I1 energy has its own error. Subtracting Eq.~\eqref{bulk} from Eq.~\eqref{g1} gives
\begin{equation}
S\gamma_{\rm I1}-\varepsilon=4(J_2-J_3).
\label{bulkerror}
\end{equation}

\subsection{Extracting the couplings}

Write $g=S\gamma$ for the fault energy per cell. Three computed energies determine the three couplings:
\begin{align}
J_1&=-\tfrac14(g_{\rm E}-g_{\rm I1}),\\
J_3&=J_1-\tfrac12(g_{\rm I1}-g_{\rm I2}),\\
J_2&=\tfrac14(g_{\rm I1}+2J_1+6J_3).
\end{align}
The first follows from Eq.~\eqref{gE} minus Eq.~\eqref{g1}, the second from $g_{\rm I1}-g_{\rm I2}=2J_1-2J_3$, and the third from Eq.~\eqref{g1}. The fourth fault then provides a consistency condition:
\begin{equation}
\gamma_{\rm I3}=\gamma_{\rm I1}+2\gamma_{\rm I2}-\gamma_{\rm E}.
\label{closure}
\end{equation}
To verify it, collect coefficients on the right: $-2-8+6=-4$ for $J_1$, $4+8-4=8$ for $J_2$, and $-6-8+6=-8$ for $J_3$. These are the coefficients in Eq.~\eqref{g3}. The condition holds for a pair coupling $J_n$ of any range, because for $n\ge2$ the window counts $w_n$ of I1, I2, E and I3 are $n$, 2, $n$ and 4. A violation of Eq.~\eqref{closure} beyond numerical error therefore shows that the three pair couplings are insufficient and that adding more pair couplings cannot repair this. Terms of another form are needed. For example, $-K\sum_i\sigma_i\sigma_{i+1}\sigma_{i+2}\sigma_{i+3}$ adds $4K$, $8K$, $8K$ and $4K$, where the condition would require $12K$ for I3. Agreement does not prove them sufficient: a fourth-neighbour coupling $J_4$ adds $8J_4$, $4J_4$, $8J_4$ and $8J_4$ to $S\gamma$ for I1, I2, E and I3, which also satisfies the condition. The three formulas above then return $J_1$, $J_2-J_4$ and $J_3-2J_4$, and for $J_2=J_4$, $J_3=2J_4$ the ratio is exactly 1:2:3 although the environments are coupled.

\section{Periodic cells}

A periodic calculation must close the stack without creating an unintended second fault. The step sign changes at each hexagonal bilayer and must return to its initial value after one period, so the number of hexagonal bilayers per cell must be even. A cell of $N$ bilayers with one fault therefore needs odd $N$ for I1 and E, and even $N$ for I2 and I3.

The lateral offset between successive cells is the sum of the step signs, modulo three. With the signs chosen positive in the cubic region, the sum is 1 for I1, 2 for I2, 3 for E and 0 for I3. E and I3 fit a cell whose third vector is parallel to $c$. I1 and I2 need a third vector tilted by the corresponding letter shift. The parity rule must be met as well: ABABCBCB has eight bilayers and cannot hold a single I1 with any tilt. Repeated without a tilt, its last B is cubic, since its neighbours are C and the next A, and the cell contains two I1 faults.

The wurtzite reference energy should be taken per bilayer and multiplied by $N$. The cell must also be long enough that the short-range couplings do not reach the periodic images. In a polar crystal a field term remains whose error falls only as $1/N$, as shown under the effects outside the model.

\section{A microscopic case: screened ions}

Let ions of charge $\pm1$ interact through $\pm e^{-r/\lambda}/r$, in arbitrary energy units, with $\lambda=0.4a$ and ideal tetrahedral geometry. The energy is a direct sum over atoms, and the labels $h$ and $k$ do not enter it.

Adjacent bilayers always have different letters, so their interaction is the same in every stack. Second neighbours have equal letters across an $h$ bilayer and different letters across a $k$ bilayer; their interaction therefore produces the local model. Third neighbours break it. The smallest distance between ions in third-neighbour bilayers is
\begin{equation}
\frac{3c}{2}-\frac{3c}{8}=\frac{9c}{8}=1.84\,a,
\qquad c=\sqrt{8/3}\,a .
\end{equation}
A cutoff at $1.8a$ removes these pairs, and the atomic sums give $1:2.000000:3.000000$.

With the cutoff moved to $10a$, the ratios are $1:1.9981:2.9962$. The deviations can be traced. Perfect wurtzite has no equal letters at third-neighbour distance. The sequences above show that I1 and I3 have none either, I2 has one such pair (A\ldots A), and E has two (A\ldots A and B\ldots B). Let $\Delta_3$ be the energy of an equal-letter pair minus that of an unequal one, and let $\varepsilon$ in this section denote the second-neighbour part of the cubic-minus-hexagonal energy. To third neighbours $S\gamma_{\rm I1}=\varepsilon$, and
\begin{equation}
\frac{\gamma_{\rm I2}}{\gamma_{\rm I1}}=2+\frac{\Delta_3}{\varepsilon},
\qquad
\frac{\gamma_{\rm E}}{\gamma_{\rm I1}}=3+\frac{2\Delta_3}{\varepsilon}.
\end{equation}
The computed deviations, $-0.0019$ and $-0.0038$, have this 1:2 pattern.

Their size follows from the decay of the lateral structure of the potential. Outside an ion plane the potential obeys $(\nabla^2-\lambda^{-2})V=0$. A component with lateral wavevector $G$ therefore decays as $e^{-qz}$, with $q^2=G^2+\lambda^{-2}$. The shortest wavevector is $G=4\pi/(\sqrt3a)$, giving $q=7.67/a$. The closest planes of second- and third-neighbour bilayers carry opposite charges in both cases, and their heights differ by $c/2$. Keeping these planes alone,
\begin{equation}
\frac{\Delta_3}{\varepsilon}\simeq-e^{-qc/2}\simeq-0.0019 .
\end{equation}
The minus sign arises because opposite ions directly above one another attract more strongly. This smallness belongs to fixed screened ions; it does not bound the electronic couplings of a real crystal.

\section{Worked example}

Take $a=0.32$ nm, ideal $c/a$ and $\varepsilon=10$ meV per pair. These are round inputs in the rough regime of gallium nitride, not computed properties of it. The cell area is
\begin{equation}
S=\frac{\sqrt3}{2}(0.32\ {\rm nm})^2=0.08868\ {\rm nm}^2 .
\end{equation}
Since $1\ {\rm meV/nm^2}=0.1602\ {\rm mJ/m^2}$,
\begin{equation}
\gamma_{\rm I1}=\frac{10}{0.08868}\times0.1602\ {\rm mJ/m^2}
=18.1\ {\rm mJ/m^2}.
\end{equation}
Multiplication by the counts gives 36.1 mJ/m$^2$ for I2 and I3, and 54.2 mJ/m$^2$ for E.

Now assume $J_2=0.5$ meV and $J_3=-0.1$ meV, holding $\varepsilon$ fixed. Equation~\eqref{bulk} requires $J_1=-5.0+0.1=-4.9$ meV. Then
\begin{align}
S\gamma_{\rm I1}&=9.8+2.0+0.6=12.4\ {\rm meV},\\
S\gamma_{\rm I2}&=19.6+2.0+0.4=22.0\ {\rm meV},\\
S\gamma_{\rm E}&=29.4+2.0+0.6=32.0\ {\rm meV}.
\end{align}
The energies become 22.4, 39.7 and 57.8 mJ/m$^2$, in the ratio $1:1.77:2.58$. Farther couplings of about one tenth of $|J_1|$ or less thus change the ratio visibly. The I1 energy rises by 24\% relative to the local value, as Eq.~\eqref{bulkerror} requires: $4(0.5+0.1)=2.4$ meV. The I3 energy is 44.1 mJ/m$^2$, no longer equal to that of I2.

\section{Effects outside the model}

\paragraph{Polarization.} Let the polarization differ by $\Delta P=0.03$ C/m$^2$ between wurtzite and a cubic bilayer of thickness $t=c/2=0.261$ nm, with relative permittivity 10. If the wurtzite is field-free and no carriers screen the layer, continuity of the displacement gives a field $F=\Delta P/\epsilon$ in the layer, where $\epsilon$ is the absolute permittivity. The field is 3.4 MV/cm and the voltage $Ft=0.089$ V. The energy per area is
\begin{equation}
\tfrac12\epsilon F^2t=\frac{(\Delta P)^2t}{2\epsilon}=1.3\ {\rm mJ/m^2},
\end{equation}
or 7\% of the local I1 energy. A continuum permittivity for one bilayer is a rough device. The field is comparable with breakdown fields of wide-gap materials, but three cubic bilayers drop about 0.27 V, too little for a carrier to gain the gap energy there.

\paragraph{Strain.} For an in-plane misfit $\eta=0.2\%$, Young's modulus $Y=300$ GPa and Poisson ratio $\nu=0.25$, a layer free to relax along $c$ has in-plane stress $Y\eta/(1-\nu)$ in both directions. Its energy per area is $Y\eta^2t/(1-\nu)=0.42$ mJ/m$^2$, about 2\% of the local I1 energy. It is to be added only if $\varepsilon$ compares separately relaxed crystals. An $\varepsilon$ taken at the fixed wurtzite geometry already contains the misfit energy, and relaxation along $c$ can then only lower the cost.

\paragraph{Temperature.} A harmonic mode of energy $\hbar\omega$ has $\partial F_{\rm vib}/\partial\ln\omega=(\hbar\omega/2)\coth(\hbar\omega/2k_BT)$. For six modes per pair at 50 meV, each stiffened by 0.1\% in the cubic environment, $\varepsilon$ rises by 0.20 meV at 300 K and 0.68 meV at 1300 K. Softening would reverse the sign.

These three estimates are proportional to the number of cubic bilayers as formulated. Where they are not already contained in $\varepsilon$, they change the cost per cubic bilayer but not the ratio. The field energy is absent from the bulk difference between field-free crystals and must be added to it. In a periodic cell with zero mean field the wurtzite also carries a field, and the polarization energy becomes $n_k(1-n_k/N)(\Delta P)^2t/2\epsilon$, which is no longer proportional to $n_k$. Added to the local energies of the example, it gives $\gamma_{\rm E}/\gamma_{\rm I1}=2.95$ for $N=9$ and 2.99 for $N=33$.

\paragraph{Finite faults.} An I2 disc of radius $R$ is bounded by a partial dislocation with Burgers vector $b=a/\sqrt3$. With a rough line energy $(\mu b^2/4\pi)\ln(R/r_0)$, the rim-to-area energy ratio is
\begin{equation}
\frac{2\pi R(\mu b^2/4\pi)\ln(R/r_0)}{\pi R^2\gamma_{\rm I2}}
=\frac{\mu b^2\ln(R/r_0)}{2\pi R\gamma_{\rm I2}} .
\end{equation}
For $\mu=120$ GPa and $r_0=0.3$ nm it is 1.85 at $R=50$ nm and 0.15 at $R=1000$ nm. The total energy of a small disc is therefore no measure of $\gamma$.

\paragraph{Comparison with real material.} Gallium nitride has a lattice constant near the value used and a nearly ideal axial ratio; an $\varepsilon$ of order 10 meV is a rough typical size. The local results should be read as tens of mJ/m$^2$. The ratio rests on the independence of neighbouring environments: the illustrative couplings above lower $\gamma_{\rm E}/\gamma_{\rm I1}$ by 14\% relative to 3. Their signs were chosen arbitrarily and say nothing about gallium nitride: $J_2=-0.5$ meV and $J_3=0.1$ meV at the same $\varepsilon$ give $1:2.37:3.68$, a rise of 23\%. Their true values need a calculation for the material. A 100 nm square of I1 costs roughly 1 keV in area energy alone, against $k_BT=0.11$ eV at 1300 K. Within the model, thermal fluctuations in an unstressed, pure crystal therefore cannot account for such a fault. Errors during growth are one possible origin; stress and impurities, which can change the energy balance, are outside the model. A single rigid shear of perfect wurtzite does not produce I1; the construction above also removes a bilayer.

\section*{Table of computed values}
\begin{verbatim}
cubic bilayers in I1: 1
cubic bilayers in I2: 2
cubic bilayers in E: 3
cubic bilayers in I3: 2
Toy ion model, fault energy divided by that of I1:
  I2: cutoff 1.8 a 2.000000, 10 a 1.998100
  E: cutoff 1.8 a 3.000000, 10 a 2.996197
  I3: cutoff 1.8 a 2.000000, 10 a 1.999993
  largest ratio shift, cutoff 9 a to 10 a: 7.3e-07
  screening length: 0.4 a
Coefficients of J1, J2, J3 in fault energy per cell:
  I1: -2, 4, -6
  I2: -4, 4, -4
  E: -6, 4, -6
  I3: -4, 8, -8
Example, rough gallium nitride regime:
  a = 0.32 nm, cubic-minus-hexagonal = 10.0 meV
  cell area = 0.08868 nm2
  bilayer thickness = 0.2613 nm
  local-model energy I1 = 18.07 mJ/m2
  local-model energy I2 = 36.13 mJ/m2
  local-model energy E = 54.20 mJ/m2
  local-model energy I3 = 36.13 mJ/m2
Assumed J1, J2, J3 = -4.9, 0.5, -0.1 meV
  energy I1 = 22.40 mJ/m2, ratio to I1 = 1.000
  energy I2 = 39.75 mJ/m2, ratio to I1 = 1.774
  energy E = 57.81 mJ/m2, ratio to I1 = 2.581
  energy I3 = 44.08 mJ/m2, ratio to I1 = 1.968
Assumed polarization step = 0.03 C/m2
  relative permittivity = 10
  field = 3.39 MV/cm
  voltage per cubic bilayer = 0.089 V
  energy per cubic bilayer = 1.33 mJ/m2
Assumed misfit = 0.2 %, Young = 300 GPa, Poisson = 0.25
  strain energy per bilayer = 0.42 mJ/m2
Assumed mode 50 meV, shift 0.1 %
  vibrational change at 300 K = 0.20 meV per pair
  vibrational change at 1300 K = 0.68 meV per pair
I2 disc: shear modulus 120 GPa, core radius 0.3 nm
  rim/area energy at radius 50 nm = 1.85
  rim/area energy at radius 1000 nm = 0.15
I1 square, side 100 nm: energy = 1128 eV
Thermal energy at 1300 K = 0.112 eV
\end{verbatim}
